Comparing electron and hole tunnelling through a 1.5 nm rectangular barrier

**Question**

I am comparing direct tunnelling of electrons and holes through a 1.5 nm oxide, treated as a rectangular barrier. For electrons I have a barrier of 3.1 eV and a mass of 0.5; for holes, 4.5 eV and 0.4, both masses in units of the free-electron mass. The higher barrier should suppress the holes, but their lighter mass should help them. How much lower is the hole transmission? I get one ratio from exp(−2κd) and another from the full matching formula, and the second changes when I change the electrode mass. Which one is right?

**Answer**

Both can be right, because they answer different questions. The exponential compares decay inside the barrier. The full transmission also contains the matching of the waves at the two interfaces, which depends on the electrodes.

**The exponential factor**

Let the barrier occupy 0 < x < d, and let φ be its height above the band edge of the electrode. Count hole energy downward, so that electrons and holes obey the same equation. Take normal incidence, no voltage across the oxide, and a parabolic dispersion in the barrier with relative mass m. With C = ħ²/(2m₀) = 0.0381 eV nm², a carrier at the band edge obeys

−(C/m)ψ″ + φψ = 0, so ψ″ = κ²ψ, κ = √(mφ/C).

The decaying amplitude is exp(−κx). Squaring it at x = d gives the exponential factor

P = exp(−2κd).

For your numbers:

κ_e = √(0.5 × 3.1/0.0381) = 6.378 nm⁻¹, 2κ_e d = 19.135

κ_h = √(0.4 × 4.5/0.0381) = 6.874 nm⁻¹, 2κ_h d = 20.620

Thus P_e = 4.90 × 10⁻⁹ and P_h = 1.11 × 10⁻⁹, and

P_e/P_h = exp(20.620 − 19.135) ≈ 4.4.

The hole factor is 4.4 times lower. This modest number hides a partial cancellation. Raising the barrier from 3.1 to 4.5 eV at fixed mass 0.5 lowers P by a factor of 50. Reducing the mass to 0.4 at fixed height 4.5 eV multiplies the electron-to-hole ratio by 0.088, and 50.4 × 0.0877 = 4.4.

Only the product mφ enters κ, so the two decay rates are equal when

m_h = m_e φ_e/φ_h = 0.5 × 3.1/4.5 = 0.344.

Lowering the hole mass by less than 0.06 would therefore make the two exponential factors equal, though not the full transmissions. The ratio also depends on thickness, as exp[2(κ_h − κ_e)d]: it tends to 1 as d → 0 and reaches 7.2 at 2 nm.

**The full transmission**

Now let the carrier arrive with kinetic energy E, and let both electrodes have relative mass m_s. Then

k = √(m_s E/C), κ = √[m(φ − E)/C].

With a position-dependent mass, the usual choice of kinetic term is −C(ψ′/m)′; it is one of several Hermitian orderings and is a model assumption for a silicon–oxide interface. With this choice, integrating the wave equation across an interface shows that ψ′/m is continuous there, as is ψ. Define

r = (k/m_s)/(κ/m).

Write the incident and reflected waves as exp(ikx) + R exp(−ikx), and the transmitted wave as t exp[ik(x − d)]. The barrier solution that matches the transmitted wave at x = d is

ψ = t{cosh[κ(d − x)] − i r sinh[κ(d − x)]}.

It has ψ(d) = t and ψ′(d)/m = i r κt/m = i k t/m_s, as required. At x = 0, continuity of ψ gives

1 + R = t[cosh κd − i r sinh κd].

Continuity of ψ′/m gives

(ik/m_s)(1 − R) = (κ/m)t[−sinh κd + i r cosh κd].

Divide the latter by ik/m_s = i r κ/m:

1 − R = t[cosh κd + (i/r) sinh κd].

Adding the two equations eliminates R:

2 = t[2 cosh κd + i(1/r − r) sinh κd].

The electrodes are identical and there is no voltage, so T = |t|². Therefore

1/T = cosh² κd + ¼(1/r − r)² sinh² κd.

Using cosh² = 1 + sinh² and 1 + ¼(1/r − r)² = ¼(r + 1/r)²,

T = 1/[1 + ¼(r + 1/r)² sinh² κd].

For κd ≫ 1, sinh² κd ≈ exp(2κd)/4, and the 1 in the denominator is negligible for every r, because ¼(r + 1/r)² ≥ 1:

T ≈ [16r²/(1 + r²)²] exp(−2κd), r² = mE/[m_s(φ − E)].

The bracket is the prefactor missing from P. The exponential also differs from P, because κ is now taken at φ − E; at the energy used next it is about 1.4 times P for electrons and 1.3 times P for holes. Take E = 0.1 eV and rough silicon-like electrode masses, 0.9 for electrons and 0.3 for holes. The value 0.9 describes the two conduction valleys of silicon whose long axis is normal to a (100) surface. The other four have a normal mass near 0.19 and a large transverse momentum, which this normal-incidence formula omits. For the two valleys and the holes:

r_e² = 0.5 × 0.1/(0.9 × 3.0) = 0.0185, prefactor 0.29

r_h² = 0.4 × 0.1/(0.3 × 4.4) = 0.0303, prefactor 0.46

The full transmissions are T_e = 1.91 × 10⁻⁹ and T_h = 6.37 × 10⁻¹⁰, a ratio of 3.0. If both electrode masses are instead 0.9, with E unchanged, the ratio is 8.6. This is the electrode dependence you noticed. Its size and direction belong to the matching rule: an ordering that makes ψ/√m and its derivative continuous gives r = k/κ, and the two ratios become 15.5 and 5.5.

The low-energy limit shows its origin. As E → 0, r² → mE/(m_s φ), and hence

T → 16[mE/(m_s φ)] exp(−2κd).

Each transmission vanishes linearly in E, because the velocity vanishes in both electrodes and each contributes a factor √E, but at equal E their ratio remains finite:

T_e/T_h → (P_e/P_h)(m_e/φ_e)(φ_h/m_h)(m_sh/m_se).

The barrier parameters contribute (0.5/3.1)(4.5/0.4) = 1.815. Equal electrode masses therefore give 4.417 × 1.815 = 8.0, while the silicon-like masses give a further factor 0.3/0.9 and a ratio of 2.7.

**What a voltage, heat and image charges do**

A small uniform lowering δ of the barrier changes the exponent S = 2κd by

ΔS ≈ −(dS/dφ)δ = −(κd/φ)δ.

The coefficient κd/φ is 3.1 per eV for electrons and 2.3 per eV for holes. To first order, the same lowering helps electrons more and raises the ratio.

Suppose the oxide drops 1 V in the direction that accelerates the carrier considered; electrons and holes then travel in opposite directions. Let V be the corresponding energy drop in eV. For V < φ the semiclassical exponent is

S = 2∫₀ᵈ √[m(φ − Vx/d)/C] dx.

Set y = φ − Vx/d, so dx = −(d/V)dy:

S = (4d/3V)√(m/C)[φ^(3/2) − (φ − V)^(3/2)].

Expanding for small V gives S ≈ 2κd[1 − V/(4φ)], equivalent to lowering the barrier by its average drop, V/2. At V = 1 eV the unexpanded formula gives 17.50 for electrons and 19.43 for holes, so the exponential ratio rises from 4.4 to 6.9. Solving the wave equation for the sloping barrier, with E = 0.1 eV and the silicon-like masses, gives a full ratio of 5.5 instead of 3.0. The carriers then leave with 1.1 eV of kinetic energy, where parabolic silicon masses fail: a nonparabolicity of 0.5 per eV for the outgoing electron gives about 3.9, and an outgoing hole mass of 0.6 gives about 6.7.

Temperature changes the ratio of exponential factors less. Averaging P over a normalized Boltzmann distribution of normal energy, with the first-order change in S, gives

⟨P⟩/P ≈ ∫₀^∞ (dE/k_BT) exp[−E/k_BT + (κd/φ)E] = 1/(1 − k_BTκd/φ),

provided k_BTκd/φ < 1. At 400 K, k_BT = 0.0345 eV. Numerical averaging without linearizing S gives gains of 1.12 for electrons and 1.09 for holes, and a ratio of 4.6.

The image force has a larger effect on this ratio. For a charge in the oxide near one silicon surface, put an image of relative strength β at its mirror point. The potential on the silicon side then has relative strength 1 + β, by continuity. Continuity of normal displacement requires ε_ox(1 − β) = ε_si(1 + β), or

β = (ε_ox − ε_si)/(ε_ox + ε_si).

Two surfaces reflect these images repeatedly. Odd numbers of reflections give distances 2x + 2nd and 2(d − x) + 2nd; even numbers give two images at 2nd. Including the factor ½ for the energy of a charge in its own induced potential,

W(x) = [e²/(8πε₀ε_ox)]{Σₙ₌₀ β²ⁿ⁺¹[1/(2x + 2nd) + 1/(2(d − x) + 2nd)] + Σₙ₌₁ β²ⁿ/(nd)}.

With permittivities of about 12 for silicon and 2.1 for the fast response of the oxide, the barrier falls by 0.24 eV at its centre and by more near the surfaces. Replacing φ by φ + W and integrating between the points where φ + W = 0 lowers both exponents by between 2 and 3 and raises the exponential ratio to about 8. Since W diverges at the interfaces, where a continuum description fails, this is an estimate of size: holding W constant within 0.1 or 0.2 nm of each interface gives a ratio of about 7 or 6.

**What the mass means**

The parabolic dispersion is itself an assumption deep in the oxide gap, and the ratio is sensitive to it. A symmetric two-band model, with energy ε measured from midgap, has the Hamiltonian

H = [[E_g/2, Ak], [Ak, −E_g/2]], so ε² = E_g²/4 + A²k².

Near the upper edge, ε ≈ E_g/2 + A²k²/E_g. Comparing this with E_g/2 + Ck²/m gives A² = CE_g/m, where m is now the band-edge mass. In the gap put k = iκ and ε = E_g/2 − φ:

A²κ² = E_g²/4 − (E_g/2 − φ)² = φ(E_g − φ),

κ² = (mφ/C)(1 − φ/E_g).

The valence edge follows by symmetry. Here E_g = 3.1 + 4.5 + 1.1 = 8.7 eV, where 1.1 eV is the silicon gap. If 0.5 and 0.4 are read as band-edge masses, κ_e = 5.12 nm⁻¹ and κ_h = 4.78 nm⁻¹. The formal ratio P_e/P_h is then 0.36, but this reversal comes from giving electrons and holes two different dispersions, whereas the symmetric model has one common mass; a common mass of 0.5 gives 1.9. Both masses fit on a single band if A² = (CE_g/2)(1/m_c + 1/m_v) and (C/2)(1/m_c − 1/m_v)k² is added to both diagonal elements; with m_c = 0.5 and m_v = 0.4 this gives κ_e = 4.90 nm⁻¹, κ_h = 5.04 nm⁻¹ and a ratio of 1.5. The result 4.4 therefore requires your masses to be tunnelling masses defined for the parabolic formula.

**Relation to a real gate stack**

Your barrier heights are roughly those of silicon dioxide on silicon. The 1.5 nm thickness is on the thick side for the oxide interlayer beneath a high-k film; at 1 nm the same κ values give exp(2 × 0.495) ≈ 2.7. A drop of 1 V across 1.5 nm is 6.7 MV/cm, below a rough breakdown scale of 10 MV/cm, and it moves the exponential ratio to 6.9. A high-k layer would add its own barrier, so 4.4 does not describe the whole stack. Nor is it a current ratio: that also needs the supply of each carrier, its transverse momentum and the occupation of the states.

So quote 4.4 for the exponential factors of band-edge carriers in the flat, parabolic barrier. For a transmission ratio, give the electrode masses, the incident energy and the matching rule too. The numerical output below lists the main values.

Computed results

```
Thickness: 1.5 nm
Electron barrier: 3.1 eV
Electron barrier mass: 0.5 m0
Hole barrier: 4.5 eV
Hole barrier mass: 0.4 m0
hbar^2/(2 m0): 0.038100 eV nm^2
Electron mass*barrier: 1.55 m0 eV
Hole mass*barrier: 1.8 m0 eV
Electron kappa: 6.3783 1/nm
Hole kappa: 6.8735 1/nm
Electron exponent 2 kappa d: 19.135 (dimensionless)
Hole exponent 2 kappa d: 20.620 (dimensionless)
Electron factor P: 4.896e-09 (dimensionless)
Hole factor P: 1.108e-09 (dimensionless)
Ratio P_e/P_h: 4.417 (dimensionless)
Ratio part from barrier: 50.37 (dimensionless)
Ratio part from mass: 0.08769 (dimensionless)
Hole mass for equal decay: 0.3444 m0
Ratio P_e/P_h at 2 nm: 7.247 (dimensionless)
Electrode electron mass: 0.9 m0
Electrode hole mass: 0.3 m0
Incident energy: 0.1 eV
Full electron T: 1.909e-09 (dimensionless)
Full hole T: 6.374e-10 (dimensionless)
Full ratio, silicon-like masses: 2.994 (dimensionless)
Full ratio, both electrode masses 0.9: 8.635 (dimensionless)
Low-energy prefactor ratio, equal leads: 1.815 (dimensionless)
Low-energy T ratio, equal leads: 8.015 (dimensionless)
Low-energy T ratio, silicon-like: 2.672 (dimensionless)
Oxide voltage: 1 V
Oxide field: 6.667 MV/cm
Biased electron exponent: 17.5 (dimensionless)
Biased hole exponent: 19.43 (dimensionless)
Biased P ratio: 6.901 (dimensionless)
Biased full electron T: 3.208e-08 (dimensionless)
Biased full hole T: 5.796e-09 (dimensionless)
Biased full T ratio: 5.535 (dimensionless)
Silicon permittivity: 11.7 (relative)
Fast oxide permittivity: 2.1 (relative)
Image lowering at midpoint: 0.241 eV
Image-force electron exponent: 16.39 (dimensionless)
Image-force hole exponent: 18.45 (dimensionless)
Image-force P ratio: 7.812 (dimensionless)
Temperature: 400 K
Thermal energy: 0.03447 eV
Thermal gain, electrons: 1.12 (dimensionless)
Thermal gain, holes: 1.086 (dimensionless)
Thermal P ratio: 4.554 (dimensionless)
Silicon gap: 1.1 eV
Oxide gap: 8.7 eV
Two-band electron kappa: 5.117 1/nm
Two-band hole kappa: 4.776 1/nm
Two-band P ratio, masses 0.5 and 0.4: 0.3589 (dimensionless)
Two-band P ratio, common mass 0.5: 1.947 (dimensionless)
```
